# Why the outermost polysilicon line notches on its inner sidewall

## The result

During overetch, an isolated polysilicon line on thick oxide must collect equal ion and electron currents. The outermost line beside an open area has one wall in full view of the electrons. It therefore charges to a lower potential than lines inside the array. That lower potential draws ions out of the neighbouring trench and onto the line's inner wall. In the steady state

$$
I_{\rm in}^{+}=I_{\rm in}^{-}+I_{\rm out}^{-}-I_{\rm out}^{+}, \tag{1}
$$

where plus marks ions, minus marks electrons, and "in" and "out" are the two walls of the line. The electrons collected outside are paid for by ions collected inside.

In the example below, with the open oxide held at 0 V, the outer wall collects electrons equivalent to 119 nm of open surface. The inner wall receives roughly 110 to 130 nm of ions, against 11 nm before charging. With the resist at 0 V, about half of these ions land in the lowest third of the wall, where a notch forms; this share depends on the resist potential. If the open oxide can charge as well, the outer electron current and the inner ion current fall to about 85 and 80 nm, but the effect remains.

## Balance of a floating line

All currents here are per unit length of line, divided by the ion current density $j$ on open ground. They are thus widths: a current of 100 nm is what 100 nm of open surface receives. On open ground the mean electron and ion fluxes are equal, so one unit serves both species.

Let $C$ be the capacitance of the line per unit length and $V_e$ its potential relative to the open oxide surface. With no leakage, and with the neighbouring potentials taken as fixed, charge conservation gives

$$
\frac{C}{j}\frac{dV_e}{dt}=I_{\rm in}^{+}+I_{\rm out}^{+}-I_{\rm in}^{-}-I_{\rm out}^{-}.
$$

Setting the left side to zero and solving for $I_{\rm in}^{+}$ gives equation (1). It holds whatever the shape of the field, provided that no charge leaks through the oxide or along its surface and that impacts emit no electrons.

Equation (1) does not say that an electron arriving outside attracts one particular ion. The electrons lower the potential of the whole conductor, and the potential steers the ions. The trench must also be able to supply enough ions. If it cannot, the line goes on falling until it repels electrons or attracts ions to its outer wall.

## How much the outer wall gains

Before the surfaces charge, electrons fly straight. Take their velocity distribution to be isotropic over the downward directions. In a two-dimensional structure, a surface element then receives the fraction $\tfrac12\cos\theta\,d\theta$ of the open-surface flux from directions within $d\theta$ at angle $\theta$ to its normal. The factor $\tfrac12$ makes the integral from $-\pi/2$ to $\pi/2$ equal to one.

Consider a wall element at depth $z$ below the resist top, facing another structure of equal height across a gap $g$. Its normal is horizontal. It sees the sky from elevation $\alpha$ up to $\pi/2$, with $\tan\alpha=z/g$. The received fraction is

$$
\frac12\int_\alpha^{\pi/2}\cos\theta\,d\theta
=\frac12(1-\sin\alpha)
=\frac12\left(1-\frac{z}{\sqrt{z^2+g^2}}\right).
$$

The polysilicon wall extends from depth $a$ to depth $b$. Since the derivative of $\sqrt{z^2+g^2}$ is $z/\sqrt{z^2+g^2}$, integration gives

$$
I_{\rm wall}^{-}=\frac12\left[b-\sqrt{b^2+g^2}-a+\sqrt{a^2+g^2}\right]. \tag{2}
$$

As $g\to\infty$ this tends to $(b-a)/2$, half the polysilicon height. As $g\to0$ it vanishes.

For a trench floor at depth $H$, a point at distance $x$ from one wall sees the sky between two angles whose sines are $x/\sqrt{x^2+H^2}$ and $(g-x)/\sqrt{(g-x)^2+H^2}$. The two terms contribute equally after integration across the floor:

$$
I_{\rm floor}^{-}=\int_0^g\frac{x\,dx}{\sqrt{x^2+H^2}}
=\sqrt{H^2+g^2}-H. \tag{3}
$$

The example has 500 nm lines and spaces, 300 nm of polysilicon and 500 nm of resist, so $a=500$ nm and $b=H=800$ nm. The lines stand in groups of five, separated by open gaps of 3000 nm. Equation (2) gives

$$
I_{\rm out}^{-}=\tfrac12(800-3104.8-500+3041.4)=118.3\ {\rm nm},
$$

$$
I_{\rm in}^{-}=\tfrac12(800-943.4-500+707.1)=31.9\ {\rm nm}.
$$

The outer wall thus starts with 3.7 times the electron current of a shaded wall. Equation (3) gives 143.4 nm for the trench floor. Sampled straight flights gave 120.0, 32.8 and 145.9 nm for the three surfaces, within 3% of the formulas.

Ions are much less shadowed. With a transverse temperature of 0.5 eV and energies from 15 to 55 eV, the uncharged floor receives 443 nm of ions, about three times its electron current. The floor therefore begins to charge positively.

## How the line potential moves the ions

A long slot shows the direction and scale of the deflection. Let $x$ run from the inner wall of the outermost line, at $x=0$, to the next line at $x=s$, and let $z$ be the height above the floor. The walls have potentials $V_e$ and $V_n$, and the floor has potential $V_f$. Define

$$
D=V_n-V_e,\qquad A=V_f-V_e.
$$

An ion of mass $M$ and charge $e$ descends at speed $v$. While it crosses $dz$, which takes a time $dz/v$, the sideways field $E_x$ changes its sideways velocity by $eE_x\,dz/(Mv)$. The time left before impact is $z/v$. To first order in the field, the sideways shift at the floor is therefore

$$
\delta x=\int_0^{z_0}\frac{eE_x z}{Mv^2}\,dz
=\frac{1}{2K}\int_0^{z_0}zE_x\,dz, \tag{4}
$$

where $z_0$ is the starting height and $K=Mv^2/2$. In the last form $K$ is in eV and the potentials are in volts, so the elementary charge drops out.

Now split the potential:

$$
\phi=V_e+\frac{D x}{s}+\psi .
$$

The linear part fits both walls, so $\psi=0$ there. At the floor, $\psi(x,0)=A-Dx/s$. Far above the floor, $\psi$ decays over a height of order $s/\pi$. Define $\Psi(x)=\int_0^\infty z\psi\,dz$. Laplace's equation gives $\psi_{xx}=-\psi_{zz}$, and integration by parts gives

$$
\Psi''=-\int_0^\infty z\psi_{zz}\,dz
=-\left[z\psi_z\right]_0^\infty+\int_0^\infty\psi_z\,dz
=-\psi(x,0).
$$

The bracket vanishes at both limits, and the last integral is $0-\psi(x,0)$. Hence

$$
\Psi''=-A+\frac{Dx}{s}.
$$

Integrating twice with $\Psi(0)=0$,

$$
\Psi=cx-\frac{Ax^2}{2}+\frac{Dx^3}{6s}.
$$

The condition $\Psi(s)=0$ fixes $c=As/2-Ds/6$, so

$$
\Psi'=A\left(\frac s2-x\right)-D\left(\frac s6-\frac{x^2}{2s}\right).
$$

The field is $E_x=-D/s-\psi_x$. Its linear part contributes $-Dz_0^2/(2s)$ to the integral in (4). If $z_0$ is well above the decay height of $\psi$, the other part contributes $-\Psi'$. Therefore

$$
\delta x=-\frac{1}{2K}\left[\frac{Dz_0^2}{2s}
+A\left(\frac s2-x\right)
-D\left(\frac s6-\frac{x^2}{2s}\right)\right]. \tag{5}
$$

A negative shift points to the outermost line. For equal walls, $D=0$, a floor more positive than the walls sends each ion towards its nearer wall, and an ion on the centre line goes straight.

To see the effect of the line potential alone, hold $V_n$ and $V_f$ fixed. Then $dD=dA=-dV_e$, and

$$
\frac{\partial\delta x}{\partial V_e}
=\frac{1}{2K}\left[\frac{z_0^2}{2s}+\frac s3-x+\frac{x^2}{2s}\right].
$$

Across the slot the bracket is smallest at $x=s$, where it is $z_0^2/(2s)-s/6$. It is positive for $z_0>s/\sqrt3$, which the height assumed in (5) satisfies. Lowering $V_e$ then shifts ions at every $x$ towards the outermost line.

Equation (5) was tested against full trajectories in the slot. For an ion of 20 000 eV, the ratio of trajectory to formula was 0.9997 with equal walls and 1.0004 with unequal walls. At 100 eV, with walls at 5 V, a floor at 30 V and $x=100$ nm, the formula gives

$$
\delta x=-\frac{25\times150}{200}=-18.75\ {\rm nm},
$$

while the trajectory gives $-21.3$ nm. The first-order result omits the slowing of the ion near the floor, which accounts for more than half of the difference, and the change of field as the ion moves sideways. These omissions matter far more at processing energies.

## The charged structure

For the full structure, Laplace's equation was solved with the resist and open oxide at 0 V. Electrons of temperature 4 eV and ions were followed through the field, and the potentials of the lines and trench floors were adjusted towards zero net current. Each floor had one potential. Ion energies followed $35+20\cos(\pi u)$ eV, with $u$ uniform between 0 and 1.

The outermost line settled near 0 V, the floor beside it at 17 V and the second line at 21 V. The last value is sensitive to the mesh at the resist junction and falls to about 16 V when the junction is made sharper, as discussed below. The inner wall of the outermost line therefore faces more positive surfaces below and opposite. Its currents were:

- outer wall: 118.8 nm of electrons and 10.5 nm of ions;
- inner wall: 1.4 nm of electrons and 130.5 nm of ions.

The outer electron current is close to its straight-flight value because the resist and the open floor are held at 0 V and the line settles near that value, which leaves little field on that side. Inside the trench, the field that pulls ions to the wall pushes electrons away from it.

Equation (1) asks for $1.4+118.8-10.5=109.7$ nm of ions on the inner wall, and the calculation found 130.5 nm. The difference of 20.8 nm is the remaining imbalance of this line, 16% of its inner ion current. Excess ions would raise the line slightly, which should reduce the ion current and not reduce the electron current. For an open oxide held at 0 V, I therefore read the balanced value as lying between about 110 and 130 nm.

Holding the open oxide at 0 V matters. Close to the line it is shaded from electrons, so it charges positively. In a further calculation, the open oxide within 1000 nm of the line was divided into four strips that were free to charge. The strips nearest the line rose to about 9 V, and so did the line. The outer electron current fell to about 85 nm. The inner ion current fell to about 80 nm, against 116 nm in the same calculation with the oxide fixed. The interior line still received only about 15 nm of ions per wall, so the contrast is weaker but remains. The resist was still held at 0 V. When its side walls were free to charge as well, the inner ion current was about 90 nm, and the walls of the second and third lines received roughly 30 to 40 nm. The contrast is then only a factor of two to three.

### Why slow ions matter

Equation (5) can be used for a rough capture width. Put $D=20.7$ V, $A=17.4$ V, $K=35$ eV and $z_0=300$ nm, the height of the conducting wall. This is only about twice the decay height $s/\pi=159$ nm, so equation (5) is stretched beyond its strict range here. An ion just reaches the foot when $x=-\delta x$. With $x$ in nm,

$$
70x=1863+17.4(250-x)-1725+0.0207x^2 .
$$

The smaller root is $x\simeq52$ nm, less than half of the calculated current. Apart from the limited height, the estimate treats the ion as fast, but a 35 eV ion has only 17.6 eV left close to the 17.4 V floor. Ions that enter with a total energy below 17.4 eV cannot reach that floor at all. Neglecting the small transverse energy, their share is

$$
\frac1\pi\arccos\left(\frac{35-17.4}{20}\right)\simeq0.16,
$$

or about 80 nm of the 500 nm of ions arriving over the trench. They must turn back or strike a wall.

The energy of the captured ions shows the same selection. Their mean impact energy is 24.5 eV, below the 35 eV mean of the incoming ions. Since the line is near 0 V, they strike with essentially the energy they had above the structure. Of the 130.5 nm, 69.8 nm lands within 100 nm of the floor. This is 53%, where uniform bombardment would put one third. The ion current is thus concentrated near the foot and still energetic. Its conversion into a notch depth needs an etch yield, which this model does not contain.

## Separating cause from consequence

Suppose first that electrons landing on the outer wall are not counted. At the potentials found above, the outermost line would receive 141 nm of ions and 1.4 nm of electrons, so it would have to rise. When all potentials were allowed to settle again under this rule, the line rose to 31 V and its inner ion current fell to 15 nm. A sharper resist junction changes these values to about 18 V and 9 nm, with the same conclusion. The extra electron collection is what holds the line down.

Next, all other potentials were held fixed and the outermost line alone was raised from 0 V to the 29 V found for the interior line. The inner ion current fell from 130.5 to 14.9 nm. The low line potential is what deflects the ions.

## How far the interior values can be trusted

The interior line came out at 29 V, above its trench floor at 16 V. Each of its walls received 23.1 nm of electrons and 15.3 nm of ions, none of the ions within 100 nm of the floor. The direct ratio of inner-wall ion currents, outermost to interior, is 8.5. Using the interior electron current as the balanced ion current and 110 nm for the outermost line lowers it to 4.8.

The interior potential is less reliable than these figures suggest. With the resist set to $-5$ V, the calculation put the interior line at 74 V and still counted 17 nm of ions on its wall. Ions of at most about 55 eV cannot reach a conductor at 74 V. The cause is numerical: at the junction of resist and polysilicon, the potential changes over one mesh cell, and ions landing on this transition are counted as reaching the polysilicon. The 74 V is therefore not a physical floating potential.

The same fault raises the 21 V, 29 V and 31 V values and affects the small ion currents of 15 nm. At the potentials found above, about three quarters of the ions counted on the interior wall land in the transition cell. With a 12.5 nm mesh and the transition placed on the resist instead, the second and interior lines settle at about 16 and 17 V. The interior line is then close to the 18 V of its trench floor, not well above it, and each of its walls receives about 12 nm of ions. The outermost line stays near 0 V with about 120 nm of ions on its inner wall, so the contrast between the lines remains.

The fault does not act directly on the outermost line in the main case, because that line and its resist are both near 0 V. Nor does it affect the argument that 141 nm of ions against 1.4 nm of electrons must raise a line deprived of its outer electrons.

With the open oxide held at 0 V, the ion current on the inner wall of the outermost line changed little in three checks:

- A 50 nm mesh in place of the 25 nm mesh gave 125.7 nm, a change of $-4.8$ nm.
- On the 50 nm mesh, dividing each floor into four separately charged strips gave 124.7 nm.
- On the same mesh, resist at $-5$ V gave 119.9 nm, although the line itself moved to 18 V.

In the last check the junction fault also affects the outermost line, which is no longer at the potential of its resist. With a sharper junction the line moves to about 11 to 12 V instead of 18 V, and its inner ion current is 130 to 140 nm, against about 120 nm with the resist at 0 V. Only about a third of it then lands within 100 nm of the floor, so the concentration at the foot depends on the resist potential. The second and interior lines rise to about 35 and 40 V. Equation (1) ties the inner ion current to the other wall currents and not directly to the potentials. The inner ion current can therefore stay steady while the potentials move, as long as those other currents change little.

## Comparison with real etching

The parameters are round values in the regime of high-density chlorine etching. The assumed ion current density of 1 mA/cm² is at the low end for such plasmas, and 500 nm lines are large by present standards. If every length is reduced by the same factor, the collisionless trajectories and the potentials keep their form, while the fields grow by that factor. The mean field from floor centre to line foot is 0.70 MV/cm here; at 50 nm dimensions it would be 7 MV/cm.

The resist and the trench floors are insulators, yet each was given a uniform potential, and that of the resist was fixed instead of being found from a current balance. With each floor divided into four strips, the strip nearest the outermost line reached 42 V on the 50 nm mesh and roughly 39 V on a 12.5 nm mesh. Its centre is 62.5 nm from the line, so the mean field between them is about 6 to 7 MV/cm. Surface conduction or discharge could limit such a field, and the model contains neither. Resolving the floor moved the inner ion current by only 1 to 3 nm, but a leak along the surface would add a term to equation (1), and its size is not known here. Ion scattering from the walls is also omitted and could redistribute the bombardment.

Other neglected effects are small for these numbers. The potential due to ion space charge in the trench is about $3\times10^{-6}$ V. The charging time scale is 0.2 ms for a surface that receives the full ion current, and a few ms for a line charged only by its net wall currents, so a steady state is reached early in an overetch lasting seconds. Across 500 nm of oxide, 29 V gives 0.58 MV/cm, and the estimated Fowler–Nordheim current is negligible.

## Thin gate oxide and damage

A thin gate oxide changes the problem. At a rough breakdown scale of 10 MV/cm, an interior line at 17 V requires about 17 nm of oxide, and one at 29 V about 29 nm. A line on a few nanometres can hold neither voltage: tunnelling or breakdown intervenes. These voltages are not an upper bound, since with the resist at $-5$ V the interior line rises to about 40 V. If $I_{\rm ox}^{-}$ is the electron current supplied to the line through the oxide, the balance becomes

$$
I_{\rm in}^{+}+I_{\rm out}^{+}=I_{\rm in}^{-}+I_{\rm out}^{-}+I_{\rm ox}^{-}.
$$

Electrons from the substrate can now play the part of those from the open area. An interior line held down in this way can also attract ions to its walls, so the contrast between outermost and interior lines may shrink while the oxide carries current. For scale, replacing the 118.8 nm outer electron current through a gate 500 nm wide would require $118.8/500\times1=0.24$ mA/cm² through the oxide.

## What to do about it

The remedies follow from the terms of the balance. They apply to isolated lines on oxide that does not leak.

**Place a dummy line beside the last useful line.** With a 500 nm space, equation (2) reduces the initial electron current on the newly shaded wall from 118 to 32 nm. The dummy line then takes the exposed position. It must not be connected to the line it protects, or the two will share charge.

**Limit the time spent in overetch.** The deflected ions act for as long as the floor is exposed and charged. At a fixed ion current and yield, the dose on the foot grows in proportion to that time.

**Reduce the exposed conductor height where the design allows.** Beside a very wide gap, the outer electron current is half the polysilicon height before charging, so a thinner film collects less. The benefit at the foot is smaller. In the example, halving the film to 150 nm nearly halved the total ion current on the inner wall, but lowered the part landing within 100 nm of the floor by only about a quarter.

**Do not rely on ion energy alone.** Faster ions bend less at given potentials, as equation (5) shows. But the potentials of the line and of the surfaces around it then readjust until the currents balance again. By equation (1), higher energy lowers the steady inner ion current only if it also reduces the electron current to the line's walls or brings more ions to the outer wall. In the example this does happen: with ions of 80 to 120 eV the line falls about 1 V below zero and repels some electrons, and the inner ion current drops from about 120 nm to roughly 75 nm. The reduction is partial, and the remaining ions strike with more energy.

**Check which lines are connected.** If all five lines of a group are joined, they share one potential and the electrons collected by the two exposed walls. With the open oxide held at 0 V, the joined lines settle near 7 V, and each exposed wall then collects about twice as many electrons as before. Each of the eight shaded walls receives about 70 nm of ions. Joining the lines thus relieves the outermost ones at the expense of the interior.

The numerical output below gives the remaining values for the cases discussed.

## Calculated quantities

```
Line, space, polysilicon, resist: 500, 500, 300, 500 nm
Open gap: 3000 nm; electron temperature: 4.0 eV
Ion energies: 15 to 55 eV; transverse ion temperature: 0.5 eV
Currents below are equivalent widths of open surface
Uncharged outer wall electrons, formula / flights: 118.3 / 120.0 nm
Uncharged inner wall electrons, formula / flights: 31.9 / 32.8 nm
Uncharged trench floor electrons, formula / flights: 143.4 / 145.9 nm
Uncharged trench floor ions: 442.9 nm
Uncharged edge inner wall ions: 10.6 nm
Slot test: walls 5 V, floor 30 V, start x 100 nm, height 1500 nm
Shift at 100 eV, formula / trajectory: -18.75 / -21.32 nm
Trajectory/formula at 20000 eV, equal / unequal walls: 0.9997 / 1.0004
Edge line potential: -0.0 V
Second line potential: 20.7 V
Interior (third) line potential: 29.1 V
Edge trench floor potential: 17.4 V
Interior trench floor potential: 16.0 V
Edge outer wall electrons: 118.8 nm
Edge outer wall ions: 10.5 nm
Edge inner wall electrons: 1.4 nm
Edge inner wall ions: 130.5 nm
Interior wall electrons: 23.1 nm
Interior wall ions: 15.3 nm
Edge/interior wall ion ratio: 8.51 (no unit)
Largest current imbalance of any patch: 20.8 nm
Edge inner ions within 100 nm of floor: 69.8 nm
Interior wall ions within 100 nm of floor: 0.0 nm
Mean impact energy, trajectory / energy law: 24.5 / 24.6 eV
Outer electrons discarded: edge line potential: 31.4 V
Outer electrons discarded: edge inner ions: 14.9 nm
Edge line raised to interior potential: inner ions: 14.9 nm
Coarse mesh 50 nm minus fine mesh 25 nm: edge potential -0.2 V, inner ions -4.8 nm
Four floor strips: edge / interior potential -0.2 / 32.1 V
Four floor strips: edge / interior wall ions 124.7 / 22.4 nm
Edge trench strips from edge line: 41.8, 18.0, 11.5, 8.6 V
Resist at -5 V: edge / interior potential 17.6 / 74.2 V
Resist at -5 V: edge / interior wall ions 119.9 / 16.9 nm
Oxide thickness: 500 nm; ion current: 1.0 mA/cm2
Largest oxide field: 0.58 MV/cm
log10(tunnel current / ion current): -172 (no unit)
Oxide thickness for 10 MV/cm under interior line: 29.1 nm
Charging time scale: 0.201 ms
Ion space-charge potential in trench: 2.6e-06 V
Mean lateral field, floor centre to edge foot: 0.70 MV/cm
```
